# Real DIIS Coefficients for Complex Two-Component Fock Matrices

A self-consistent-field calculation on H₂Se with spin-orbit coupling, started from a guess whose symmetry has been deliberately broken and accelerated by DIIS with real coefficients, reaches a commutator error below $10^{-6}$ hartree in 16 iterations. Suppose that one triangle of each error matrix is stored, that the DIIS equations may return complex coefficients, and that the diagonalizer reads the other triangle of the combined Fock matrix. From the same starting point, the error after 60 iterations is still $1.2\times10^{-4}$ hartree. The failure to converge recurs, but this figure is sensitive to rounding: solving the same DIIS problem by least squares gives $5\times10^{-5}$, and three other random starts give $10^{-5}$ to $10^{-4}$. No single iterate is at fault: every Fock matrix in the history is Hermitian. The fault lies in how they are combined.

It is tempting to reason that complex matrices call for complex coefficients, and that real ones throw away half of the freedom. A two-level case shows why this is wrong.

## What DIIS combines

In a two-component calculation each orbital has a spin-up and a spin-down part, and spin-orbit coupling in general makes the Fock matrix $F$ complex. It remains Hermitian, $F^\dagger=F$, and so does the density matrix $D$. I use an orthonormal basis, kept fixed throughout the iterations, and Hartree atomic units. All matrix norms are Frobenius norms, $\|A\|^2=\mathrm{Tr}(A^\dagger A)=\sum_{pq}|A_{pq}|^2$.

At self-consistency $D$ projects on eigenvectors of $F$, so the two matrices commute. The error of iterate $i$ is therefore measured by

$$e_i=F_iD_i-D_iF_i .$$

DIIS forms a new Fock matrix from $m$ earlier ones,

$$\bar F=\sum_i c_iF_i,\qquad \sum_i c_i=1,$$

with coefficients that minimize $\|\sum_i c_ie_i\|^2$. The constraint ensures that if all $F_i$ are equal, $\bar F$ equals them too. Written out, the quantity to be minimized is

$$\Big\|\sum_i c_ie_i\Big\|^2=\sum_{ij}c_i^*B_{ij}c_j=c^\dagger Bc,\qquad B_{ij}=\mathrm{Tr}(e_i^\dagger e_j).$$

The combined error is a linear model: when the densities differ, it is not the commutator of $\bar F$ with a combined density. In the example below both iterates share one density, and the model holds without approximation.

## The counter-example

Take one occupied and one empty level, with energies in hartree:

$$D=\begin{pmatrix}1&0\\0&0\end{pmatrix},\quad F_1=\begin{pmatrix}-1&0.2\\0.2&1\end{pmatrix},\quad F_2=\begin{pmatrix}-1&0.2i\\-0.2i&1\end{pmatrix}.$$

For a matrix with off-diagonal elements $F_{12}$ and $F_{21}$,

$$FD=\begin{pmatrix}F_{11}&0\\F_{21}&0\end{pmatrix},\quad DF=\begin{pmatrix}F_{11}&F_{12}\\0&0\end{pmatrix},\quad e=\begin{pmatrix}0&-F_{12}\\F_{21}&0\end{pmatrix}.$$

Each iterate has the error norm $\sqrt{0.2^2+0.2^2}=0.2828$.

The lower element of $e_i$ follows from the upper one, so it seems economical to store only the upper one. Give it the weight $\sqrt2$ to account for its partner. The stored errors are $v_1=-0.2\sqrt2$ and $v_2=-0.2i\sqrt2$, with the overlaps $v_i^*v_j$:

$$B^{\rm p}=0.08\begin{pmatrix}1&i\\-i&1\end{pmatrix}.$$

**Complex coefficients.** The stored error can be made to vanish. The conditions are $c_1+ic_2=0$ and $c_1+c_2=1$. The first gives $c_1=-ic_2$; the second then gives $c_2(1-i)=1$, so

$$c_2=\frac{1+i}{2},\qquad c_1=\frac{1-i}{2}.$$

The calculation appears to be converged. The elements of $\bar F$ say otherwise:

$$\bar F_{12}=0.2\,\frac{1-i}{2}+0.2i\,\frac{1+i}{2}=0.1\,(1-i+i-1)=0,$$

$$\bar F_{21}=0.2\,\frac{1-i}{2}-0.2i\,\frac{1+i}{2}=0.1\,(1-i-i+1)=0.2-0.2i.$$

The matrix is not Hermitian. Its full error has the single element $\bar F_{21}$, with norm $|0.2-0.2i|=0.2828$, the same as before the extrapolation. The stored half was annihilated at the expense of the other half.

The eigenvalues of this triangular matrix are $-1$ and $1$, both real, so real orbital energies do not certify hermiticity. The damage is in the eigenvectors. They are proportional to $(1,\,-0.1+0.1i)$ and $(0,1)$, which are not orthogonal.

**Real coefficients.** For real $c$ the terms with $\pm i$ cancel:

$$c^TB^{\rm p}c=0.08\,(c_1^2+c_2^2+ic_1c_2-ic_2c_1)=0.08\,(c_1^2+c_2^2).$$

With $c_1+c_2=1$ the minimum is at $c_1=c_2=\tfrac12$, where the value is $0.04$. The combined matrix is Hermitian, with $\bar F_{12}=0.1+0.1i$, and its full error is $\sqrt{2\times0.02}=0.2000$. The real solution has the larger stored error and the smaller true one.

## The general statement

Let all $F_i$ and $D_i$ be Hermitian.

1. Real coefficients give a Hermitian $\bar F$. If the $F_i$ are affinely independent, meaning that the differences $F_i-F_m$ with $i<m$ are linearly independent over the real numbers, then no other coefficients do.
2. For real coefficients, replacing $B$ by $\mathrm{Re}\,B$ changes nothing in the quantity minimized.
3. For the full commutator $B$ is already real, and allowing complex coefficients cannot lower the minimum.
4. For a triangle stored with the weight $\sqrt2$ off the diagonal, $B$ is in general complex, and its real part is the overlap of the full errors.

The warning against complex coefficients thus needs a qualification. With full commutators and independent errors they do not arise, apart from rounding. They can enter when part of the error is dropped.

### Proof of 1: hermiticity

Since $F_i^\dagger=F_i$,

$$\bar F-\bar F^\dagger=\sum_i(c_i-c_i^*)F_i=2i\sum_i y_iF_i,\qquad y_i=\mathrm{Im}\,c_i .$$

This vanishes for real $c$. For the converse, the imaginary part of $\sum_ic_i=1$ gives $\sum_iy_i=0$. We may therefore subtract $F_m\sum_iy_i=0$:

$$\bar F-\bar F^\dagger=2i\sum_{i<m}y_i(F_i-F_m).$$

If the differences are linearly independent, this is zero only when $y_i=0$ for all $i<m$, and then $y_m=0$ as well. If they are dependent, for instance when two iterates coincide, some complex coefficients also give a Hermitian sum, but they produce nothing that real ones could not: $\bar F$ then equals $\sum_i(\mathrm{Re}\,c_i)F_i$.

### Proof of 2: the real part suffices

Write $B=R+iA$ with real $R$ and $A$. Any overlap matrix is Hermitian, $B_{ji}=B_{ij}^*$, so $R$ is symmetric and $A$ is antisymmetric. For real $c$,

$$c^TAc=\sum_{ij}c_iA_{ij}c_j=-\sum_{ij}c_iA_{ji}c_j=-c^TAc=0,$$

where the last sum was brought back to its first form by renaming the indices. Hence $c^TBc=c^TRc$. This holds for any error vectors, whether or not they come from a commutator.

To minimize under the constraint, make

$$L=\tfrac12c^TRc-\lambda\Big(\sum_ic_i-1\Big)$$

stationary. The result is a set of real linear equations,

$$\sum_jR_{ij}c_j=\lambda,\qquad \sum_jc_j=1 .$$

Multiplying the first by $c_i$ and summing gives $\lambda=c^TRc$, so the multiplier is the squared norm of the combined error.

### Proof of 3: the full commutator

The adjoint of a product reverses its order, so

$$e_i^\dagger=(F_iD_i-D_iF_i)^\dagger=D_iF_i-F_iD_i=-e_i .$$

The error is anti-Hermitian. With the cyclic property of the trace,

$$B_{ij}=-\mathrm{Tr}(e_ie_j)=-\mathrm{Tr}(e_je_i)=B_{ji}.$$

Since also $B_{ji}=B_{ij}^*$, every $B_{ij}$ is real. Now allow $c=x+iy$, with $\sum_ix_i=1$ and $\sum_iy_i=0$. For real symmetric $B$ the mixed terms $i(x^TBy-y^TBx)$ cancel, leaving

$$c^\dagger Bc=x^TBx+y^TBy .$$

The second term is a squared norm and cannot be negative. Setting $y=0$ respects the constraint and never raises the error. If $B$ is positive definite, any nonzero $y$ raises it, and the minimizer is real and unique.

In a nonorthogonal basis with overlap matrix $S$, the corresponding error is $FDS-SDF$. Its adjoint is $SDF-FDS$, so it is anti-Hermitian too. The transformation $S^{-1/2}(\ldots)S^{-1/2}$ to an orthonormal basis preserves this. Errors defined as differences of successive Fock matrices are Hermitian instead; the two minus signs are then absent, and the same trace argument again gives a real $B$.

### Proof of 4: the stored triangle

Split the full overlap into diagonal elements and pairs:

$$B_{ij}=\sum_p(e_i)^*_{pp}(e_j)_{pp}+\sum_{p<q}\big[(e_i)^*_{pq}(e_j)_{pq}+(e_i)^*_{qp}(e_j)_{qp}\big].$$

Because $e_{qp}=-e_{pq}^*$, the second product in the bracket is $(e_i)_{pq}(e_j)_{pq}^*$, the complex conjugate of the first. The bracket is therefore $2\,\mathrm{Re}[(e_i)^*_{pq}(e_j)_{pq}]$. Diagonal elements of an anti-Hermitian matrix are imaginary, so their products $(e_i)^*_{pp}(e_j)_{pp}$ are real. The weight $\sqrt2$ supplies the factor 2, and

$$\mathrm{Re}\,B^{\rm p}=B .$$

Without that weight the real part is still a valid measure of error, but the diagonal counts for more, and the coefficients generally differ from those of the full commutator.

## What the complex solution gains and loses

The false gain can be calculated. Insert $c=x+iy$ and $B^{\rm p}=R+iA$. The part with $R$ gives $x^TRx+y^TRy$, as above. The part with $A$ is

$$(x-iy)^T\,iA\,(x+iy)=i\,x^TAx+i\,y^TAy-x^TAy+y^TAx=-2x^TAy,$$

since the first two terms vanish and $y^TAx=-x^TAy$. So

$$\epsilon_{\rm stored}^2=x^TRx+y^TRy-2x^TAy .$$

The true error contains no $A$ term: $\epsilon_{\rm full}^2=x^TRx+y^TRy$.

At the complex minimum, rescaling $y$ to $ty$ keeps $\sum_iy_i=0$, so the derivative with respect to $t$ must vanish at $t=1$. This gives $2y^TRy-2x^TAy=0$, and therefore

$$\epsilon_{\rm stored}^2=x^TRx-y^TRy,\qquad \epsilon_{\rm full}^2=x^TRx+y^TRy .$$

What the imaginary coefficients seem to gain in the stored half is lost in the full error. In the two-level case $R=0.08$ times the unit matrix, $x=(\tfrac12,\tfrac12)$ and $y=(-\tfrac12,\tfrac12)$. Both terms equal $0.04$, which returns the stored error $0$ and the full error $\sqrt{0.08}=0.2828$.

## A molecule with spin-orbit coupling

Consider H₂Se with both bonds set to 2.8 bohr and a right angle between them, in two-component Hartree-Fock theory with the one-electron X2C Hamiltonian and the def2-SVP basis. This leaves out electron correlation and two-electron spin-orbit terms. The basis is small and contracted for nonrelativistic use, so the total energy below serves only as a reference point: def2-TZVP lowers it by 0.34 hartree, and uncontracting the Se functions lowers the scalar-relativistic energy by 6.2 hartree. There are 36 electrons and 84 basis spinors. The energy, $-2422.5923$ hartree, agrees with that of a separately run SCF procedure. The converged Fock matrix has imaginary elements up to 0.55 hartree, so it is far from real in the basis used here.

A random Hermitian matrix with elements of order 0.01 hartree was added to the first Fock matrix to break time-reversal and spatial symmetry. The basis is ordered with all spin-up functions first and the spin-down functions in the same spatial order; in this ordering, broken symmetry is needed for complex coefficients to appear. A time-reversal-symmetric anti-Hermitian error has the form $e=a\otimes1+i\sum_k s_k\otimes\sigma_k$, with $a$ real antisymmetric and the $s_k$ real symmetric. Its up-up and down-down blocks, $a\pm is_z$, are complex conjugates, so their contributions to $A$ cancel. The up-down block $s_y+is_x$ contributes $A_{ij}=2[\mathrm{Tr}(s_{y,i}s_{x,j})-\mathrm{Tr}(s_{x,i}s_{y,j})]$. With the bonds along $x$ and $y$, the mirror plane that exchanges them turns $s_x$ into $-s_y$ and $s_y$ into $-s_x$ by an orthogonal transformation, so the two traces are equal. In this ordering a history that keeps both symmetries therefore has $A=0$, and complex coefficients do not arise in it. In a random ordering of the same basis they do arise from a symmetric start, up to about 0.01, although that run still converged. Spin-orbit coupling is not needed for the failure described below: with the scalar X2C Hamiltonian and the same complex perturbation, the imaginary overlaps are of the same size and the mismatched scheme again fails to converge in 60 iterations. The first five error norms are 0.598, 0.121, 0.0488, 0.0141 and 0.00573 hartree.

Relative to $\|e_i\|\|e_j\|$, the largest imaginary part of the overlap is $1.2\times10^{-13}$ for full commutators, which is rounding, and $0.0227$ for the stored triangle. The real coefficients are

$$c=(0.0028,\,-0.0068,\,-0.0522,\,-0.1662,\,1.2224).$$

They add up to 1. Negative values are allowed, since DIIS extrapolates as well as averages. The complex solution for the triangle has nearly the same real parts, with imaginary parts up to 0.005. The combined errors, in units of $10^{-3}$ hartree, are:

- real coefficients, full error: 5.067141;
- complex coefficients, stored error: 5.066801;
- complex coefficients, full error: 5.067482.

The apparent gain is 0.000340 and the actual loss 0.000341. The formulas above account for this near symmetry. The mean of the two squared complex-coefficient errors should be $x^TRx$:

$$\sqrt{\tfrac12(5.066801^2+5.067482^2)}=5.06714,$$

which agrees with the full error obtained from the real parts $x$ alone, 5.067141. To the digits shown, that is also the real minimum. Taking the real part of a complex solution is thus harmless here. It gives a Hermitian matrix, but in general not the best one.

At this stage the complex coefficients do little damage: $\|\bar F-\bar F^\dagger\|$ is $2.1\times10^{-4}$ hartree, and the eigenvalues of $\bar F$ acquire imaginary parts up to $2.1\times10^{-5}$ hartree. Over a whole SCF run the effect can be much larger.

## Why the diagonalizer matters

A routine for Hermitian matrices may read one triangle and infer the other. It then returns real eigenvalues and orthogonal orbitals even when $\bar F$ is not Hermitian, and no warning appears.

In the two-level example, reading the lower triangle means using $0.2-0.2i$ below the diagonal and its conjugate above. The resulting error is $\sqrt2\times0.2828=0.4$, worse than either iterate. Reading the upper triangle gives a diagonal matrix, whose error is zero. That success is real for this density, but it is not a DIIS combination: elements above the diagonal are combined with $c_i$ and those below with $c_i^*$.

With more than two basis functions, such a recipe depends on their numbering. Exchanging two neighbouring functions moves one pair of elements across the diagonal and leaves all other pairs on their sides. One contribution to $A$ changes sign, and in general the coefficients change. Real coefficients from the full overlap have no such dependence. Under a common unitary change of basis $U$, $e_i\to U^\dagger e_iU$ leaves the traces $B_{ij}$ unchanged, and $\bar F\to U^\dagger\bar FU$.

For H₂Se, with the upper triangle stored, the run that read the lower triangle was the one that failed to converge in 60 iterations; its imaginary coefficients reached 9.6. The run that read the upper triangle converged in 16, as many as the correct scheme, with imaginary coefficients up to 0.14. The two-level example suggests why the mismatched choice is the worse one, but its argument relies on a basis in which $D$ is diagonal, so for the molecule this explanation is a conjecture. A faulty scheme can evidently pass unnoticed.

The energy is a poor alarm. The unconverged run lies $3.3\times10^{-8}$ hartree above the converged energy, although its commutator error exceeds the threshold a hundredfold. Near a stationary point the energy changes only in second order in the orbital error.

## Two things the real part does not mean

**Real part of the overlap, not overlap of the real parts.** If $e_i=a_i+ib_i$ with real matrices $a_i,b_i$, then

$$\mathrm{Re}\,\mathrm{Tr}(e_i^\dagger e_j)=\mathrm{Tr}(a_i^Ta_j)+\mathrm{Tr}(b_i^Tb_j).$$

Dropping the imaginary parts of the errors loses the second term. In the two-level example the second error would then appear to be zero. The minimization would choose $c=(0,1)$ and keep the full error at 0.2828 instead of 0.2000. For the five H₂Se iterates the combined error is 5.128 instead of 5.067 in units of $10^{-3}$ hartree, about 1.2% larger. That run still converged in 16 iterations, so the loss was mild in this case.

**A real part cannot repair errors expressed in different bases.** In the orbitals of its own iterate, $D$ is 1 on the occupied block and 0 elsewhere. The calculation of the two-level commutator then applies block by block: $e$ contains the virtual-occupied block $g$ of $F$ and minus its adjoint, so $\|e\|^2=2\|g\|^2$. It is tempting to store $g$ alone. But each orbital may be multiplied by a phase $e^{i\theta}$ without physical effect, and this changes

$$g_{ai}\to e^{-i\theta_a}g_{ai}e^{i\theta_i},$$

where $a$ is a virtual and $i$ an occupied orbital. The norm of $g$ survives, but its overlap with the gradient of another iterate does not. For the first two H₂Se iterates, new random phases in the second change the normalized real overlap of the gradients from 0.027 to $-0.004$. The overlap of the commutators in the fixed basis stays at 0.327. Errors must be brought to a common basis before they are compared.

## Where the argument applies

Only the hermiticity of $F_i$ and $D_i$ was used. The result therefore covers Kohn-Sham matrices with Hermitian potentials, and fractional occupations, as well as Hartree-Fock theory. If all matrices are real, the stored triangle has a real overlap too, and the difficulty disappears. If the Hamiltonian itself is non-Hermitian, as with an absorbing potential, $e_i$ need not be anti-Hermitian and the case for real coefficients made here lapses.

Real coefficients do not guarantee convergence either. DIIS still relies on a linear model of the error, and nearly dependent errors still make its equations ill-conditioned. What real coefficients secure is that each extrapolated matrix is a legitimate Fock matrix in one respect: it is Hermitian, with real orbital energies and orbitals that can be chosen orthonormal. The values quoted for the two-level example and for the main H₂Se runs can be checked against the numerical output below.

## Computed values

```
TWO-LEVEL EXAMPLE (energies in hartree)
complex coefficients: [0.5-0.5j 0.5+0.5j]
real coefficients: [0.5 0.5]
error norm of each single matrix: 0.2828, 0.2828
complex c: stored-triangle error 0.0000, full error 0.2828
real c: full error 0.2000
combined F, complex c, row 1: [-1.+0.j  0.+0.j]
combined F, complex c, row 2: [0.2-0.2j 1. +0.j ]
H2Se, X2C two-component Hartree-Fock, def2-SVP
bond length 2.8 bohr, angle 90 degrees; 36 electrons, 84 spinors
size of random start perturbation: 0.01 hartree
energy, this program: -2422.5923361 hartree
energy, pyscf SCF:    -2422.5923361 hartree
largest |Im F| element at convergence: 0.5495 hartree
FIVE ITERATES (error norms in hartree)
error norms: 0.59818 0.12050 0.04883 0.01412 0.00573
largest |Im B_ij|/(|e_i||e_j|), full commutator: 1.2e-13
largest |Im B_ij|/(|e_i||e_j|), packed triangle: 0.02268
c, real:          0.00278 -0.00676 -0.05223 -0.16623 1.22244
c, complex, Re:   0.00278 -0.00678 -0.05225 -0.16617 1.22241
c, complex, Im:   0.00004 0.00034 -0.00112 -0.00440 0.00514
largest |Im c|, full commutator, complex allowed: 1.1e-13
combined full error, real c: 5.067141e-03
combined full error, complex c: 5.067482e-03
stored-triangle error, complex c: 5.066801e-03
combined full error, Re of complex c: 5.067141e-03
combined full error, c from real parts of errors: 5.127542e-03
norm of F - F^dagger, complex c: 2.0507e-04 hartree
largest |Im eigenvalue| of F, complex c: 2.0556e-05 hartree
ORBITAL PHASES, iterates 1 and 2 (normalized real overlaps, no unit)
own-orbital gradients: 0.02691; after new phases: -0.00437
commutators: 0.32684; after new phases: 0.32684
SCF RUNS: stop at error < 1e-06 hartree or 60 iterations
packed, Re B: 16 iterations, converged
   error 4.6e-07, E - E_ref 0.0e+00 hartree, max |Im c| 0.0e+00
full commutator, complex allowed: 16 iterations, converged
   error 4.6e-07, E - E_ref -9.1e-13 hartree, max |Im c| 1.3e-09
packed, complex c, lower triangle read: 60 iterations, NOT converged
   error 1.2e-04, E - E_ref 3.3e-08 hartree, max |Im c| 9.6e+00
packed, complex c, upper triangle read: 16 iterations, converged
   error 5.7e-07, E - E_ref -9.1e-13 hartree, max |Im c| 1.4e-01
packed, Re of complex c: 16 iterations, converged
   error 4.6e-07, E - E_ref -9.1e-13 hartree, max |Im c| 0.0e+00
real parts of errors only: 16 iterations, converged
   error 4.8e-07, E - E_ref 0.0e+00 hartree, max |Im c| 0.0e+00
```
